# Iron-boron pairing time in silicon and its dielectric constant, derived twice: a numerical check

```python
# Result under test: pairing time of Fe+ (interstitial) with fixed B- in silicon,
#     tau = eps*k*T / (e^2 * N_A * D),   eps = eps_r*eps_0,
# so the dielectric constant stands in the numerator.
# Symbols: N_A boron density, D iron diffusivity, Rc = e^2/(4 pi eps k T)
# Coulomb capture radius, a contact distance, x = Rc/a, v = pair energy/(k T).
# Numerical solutions use lengths in nm and D = 1, so "time" is D*t in nm^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.sparse import diags

e, k_B, eps0 = const.e, const.k, const.epsilon_0


def bernoulli(z):
    z = np.where(np.abs(z) < 1e-14, 1e-14, z)
    return z / np.expm1(z)


def face_coefficients(r, v):
    """Inward flux r^2(n' + n v') between nodes = gain*n_outer - loss*n_inner."""
    h, dv = np.diff(r), np.diff(v)
    area = (0.5 * (r[1:] + r[:-1]))**2
    return area * bernoulli(-dv) / h, area * bernoulli(dv) / h


def steady_capture(x, nodes=4000):
    """Isolated absorbing sphere of radius 1, Coulomb radius x, n = 1 far away."""
    r = np.geomspace(1.0, 1e6, nodes)
    gain, loss = face_coefficients(r, -x / r)
    band = np.zeros((3, nodes - 2))
    band[0, 1:] = gain[1:-1]
    band[1] = -(loss[1:] + gain[:-1])
    band[2, :-1] = loss[1:-1]
    rhs = np.zeros(nodes - 2)
    rhs[-1] = -gain[-1]
    inner = solve_banded((1, 1), band, rhs)
    density = np.concatenate(([0.0], inner, [1.0]))
    return gain[0] * density[1], r, density


def escape_numerical(x, nodes=4000):
    """Backward equation p'' + (2/r - x/r^2) p' = 0 by central differences.
    With s = ln r it reads p_ss + (1 - x/r) p_s = 0; p = 0 at r = 1, 1 far away."""
    s = np.linspace(0.0, np.log(1e6), nodes)
    h = s[1] - s[0]
    drift = 1 - x * np.exp(-s[1:-1])
    upper, lower = 1 / h**2 + drift / (2 * h), 1 / h**2 - drift / (2 * h)
    band = np.zeros((3, nodes - 2))
    band[0, 1:] = upper[:-1]
    band[1] = -2 / h**2
    band[2, :-1] = lower[1:]
    rhs = np.zeros(nodes - 2)
    rhs[-1] = -upper[-1]
    return np.exp(s[1:-1]), solve_banded((1, 1), band, rhs)


def escape_formula(r, radius, contact):
    floor = np.exp(-radius / contact)
    return (np.exp(-radius / r) - floor) / (1 - floor)


def cell_survival(r, v, times):
    """Free-ion fraction in a closed cell; absorbing at r[0], no flux at r[-1]."""
    gain, loss = face_coefficients(r, v)
    mid = 0.5 * (r[1:] + r[:-1])
    volume = (np.append(mid[1:], r[-1])**3 - mid**3) / 3
    main = -(np.append(loss[1:], 0.0) + gain)
    exchange = diags([loss[1:], main, gain[1:]], [-1, 0, 1])
    matrix = (diags(1 / volume) @ exchange).tocsc()
    run = solve_ivp(lambda t, n: matrix @ n, (0, times[-1]), np.ones(len(volume)),
                    method="Radau", jac=matrix, t_eval=times, rtol=1e-6, atol=1e-9)
    assert run.success
    return volume @ run.y / volume.sum()


# ---------------- inputs (rough typical values for Fe in p-type Si) -------------
T, eps_r = 300.0, 11.7
N_A, N_Fe = 1e16, 1e12            # cm^-3
D0, E_m = 1e-3, 0.67              # cm^2/s, eV
lattice = 0.543                   # nm
N_v, E_donor, E_boron = 3e19, 0.38, 0.045   # cm^-3, eV, eV above valence band
E_error = 0.02                    # eV
contact = np.sqrt(3) / 4 * lattice          # B site to nearest tetrahedral site


def coulomb_radius(temp, eps_rel):          # nm
    return e**2 / (4 * np.pi * eps_rel * eps0 * k_B * temp) * 1e9


def diffusivity(temp):                      # cm^2/s
    return D0 * np.exp(-E_m * e / (k_B * temp))


def pairing_time(temp, eps_rel, acceptors):  # s
    return (eps_rel * eps0 * k_B * temp
            / (e**2 * acceptors * 1e6 * diffusivity(temp) * 1e-4))


def free_to_paired(temp):
    """Lattice mass action; binding = point-charge energy at contact, 4 sites per B."""
    sites = 8 / (lattice * 1e-7)**3
    return sites / (4 * N_A) * np.exp(-coulomb_radius(temp, eps_r) / contact)


kT = k_B * T / e
Rc = coulomb_radius(T, eps_r)
x_si = Rc / contact
D = diffusivity(T)
tau = pairing_time(T, eps_r, N_A)
D_tau = D * tau * 1e14                      # nm^2
debye = np.sqrt(D_tau)
cell = (3 / (4 * np.pi * N_A * 1e-21))**(1 / 3)

# ---------------- test: steady capture rate and density profile -----------------
capture_rows = []
for x in (0.3, 1.0, 3.0, x_si):
    numeric, r, density = steady_capture(x)
    formula = x / (1 - np.exp(-x))
    assert abs(numeric / formula - 1) < 2e-3
    profile = (1 - np.exp(x / r - x)) / (1 - np.exp(-x))
    assert np.max(np.abs(density - profile)) < 2e-3
    capture_rows.append((x, numeric, formula))

# ---------------- test: sensitivity of tau to the dielectric constant -----------
slope_rows = []
for x in (0.1, 1.0, x_si):
    high, low = steady_capture(1.02 * x)[0], steady_capture(0.98 * x)[0]
    numeric = np.log(high / low) / np.log(1.02 / 0.98)
    formula = 1 - x / np.expm1(x)
    assert abs(numeric - formula) < 3e-3
    slope_rows.append((x, numeric, formula))

# ---------------- test: escape probability --------------------------------------
for x in (1.0, 5.0, x_si):
    r, p = escape_numerical(x)
    assert np.max(np.abs(p - escape_formula(r, x, 1.0))) < 2e-3

# ---------------- test: time-dependent decay in a neutral cell ------------------
r = np.geomspace(contact, cell, 900)
cell_rows = []
for factor in (1.0, 2.0):
    radius = coulomb_radius(T, factor * eps_r)
    v_uniform = -radius * (1 / r + r**2 / (2 * cell**3))   # uniform hole charge
    times = np.array([0.5, 1.0, 2.0]) * D_tau * factor
    survival = cell_survival(r, v_uniform, times)
    fitted = -times / np.log(survival)
    expected = pairing_time(T, factor * eps_r, N_A) * D * 1e14
    assert np.max(np.abs(fitted / expected - 1)) < 5e-3
    cell_rows.append((factor, survival, fitted[1] / (D * 1e14)))
assert abs(cell_rows[1][2] / cell_rows[0][2] - 2) < 0.01

# ---------------- sizes of neglected effects ------------------------------------
# Linear hole screening, neutral cell: v = -Rc (A exp(-r/L) + B exp(r/L))/r, v'(b)=0
beta = cell / debye
ratio = np.exp(-2 * beta) * (1 + beta) / (beta - 1)
A = 1 / (1 + ratio)
B = ratio * A
v_screened = -Rc * (A * np.exp(-r / debye) + B * np.exp(r / debye)) / r
survival_screened = cell_survival(r, v_screened, np.array([0.5, 1.0]) * D_tau)[1]
tau_screened = -tau / np.log(survival_screened)

fermi = kT * np.log(N_v / N_A)
neutral_iron = np.exp((fermi - E_donor) / kT)          # degeneracy ratio set to 1
neutral_boron = 4 * N_A / N_v * np.exp(E_boron / kT)
r_jump = np.sqrt(Rc * contact)               # energy drop per jump equals kT here
prefactor = eps_r * eps0 * k_B / (e**2 * D0 * 1e-4) * 1e-6

# ---------------- output ---------------------------------------------------------
print(f"temperature T = {T:.0f} K, kT = {kT:.5f} eV")
print(f"relative dielectric constant = {eps_r}")
print(f"boron N_A = {N_A:.1e} cm^-3, iron N_Fe = {N_Fe:.1e} cm^-3")
print(f"D0 = {D0:.1e} cm^2/s, migration energy = {E_m} eV")
print(f"lattice constant = {lattice} nm, contact a = {contact:.3f} nm")
print(f"Coulomb radius Rc = {Rc:.3f} nm, x = Rc/a = {x_si:.2f}")
print(f"exp(-x) = {np.exp(-x_si):.2e}")
print(f"iron diffusivity D = {D:.3e} cm^2/s")
print(f"pairing time tau = {tau:.0f} s = {tau / 60:.1f} min")
print(f"half-time tau*ln2 = {tau * np.log(2):.0f} s")
print(f"prefactor C in C*(T/N_A)*exp(E_m/kT) = {prefactor:.3e} s/(K cm^3)")
print(f"sqrt(D*tau) = Debye length = {debye:.2f} nm")
print(f"cell radius per acceptor = {cell:.2f} nm")
print("steady capture: x, R_eff/a numerical, R_eff/a formula")
for row in capture_rows:
    print("  %.3f  %.4f  %.4f" % row)
print("d ln tau/d ln eps: x, numerical, formula")
for row in slope_rows:
    print("  %.3f  %.4f  %.4f" % row)
print("cell decay: eps factor, free fraction at 0.5, 1, 2 tau; tau (s)")
for factor, s, t_num in cell_rows:
    print(f"  {factor:.0f}  {s[0]:.4f} {s[1]:.4f} {s[2]:.4f}  {t_num:.0f}")
print(f"exp(-0.5), exp(-1), exp(-2) = "
      f"{np.exp(-0.5):.4f} {np.exp(-1):.4f} {np.exp(-2):.4f}")
print(f"escape probability from Rc = {escape_formula(Rc, Rc, contact):.4f}")
print("temperature (K), D (cm^2/s), tau (s), free/paired iron at equilibrium")
for temp in (300.0, 325.0, 350.0):
    print(f"  {temp:.0f}  {diffusivity(temp):.3e}  "
          f"{pairing_time(temp, eps_r, N_A):.1f}  {free_to_paired(temp):.2e}")
print("neglected effects at 300 K:")
print(f"  linear hole screening: tau ratio = {tau_screened / tau:.4f}")
print(f"  Fermi level above valence band = {fermi:.3f} eV")
print(f"  inputs: N_v = {N_v:.1e} cm^-3, Fe donor level = {E_donor} eV")
print(f"  input: boron level = {E_boron} eV")
print(f"  neutral/charged iron = {neutral_iron:.2e}")
print(f"  neutral/charged boron = {neutral_boron:.2e}")
print(f"  point-charge binding at contact = {x_si * kT:.3f} eV")
print(f"  radius where one jump gains kT = {r_jump:.3f} nm")
print(f"  escape probability from there = {escape_formula(r_jump, Rc, contact):.4f}")
print(f"  N_Fe/N_A = {N_Fe / N_A:.1e}")
print(f"  {E_error} eV error in E_m: factor {np.exp(E_error / kT):.2f} in tau")
print("all good")
```

Printed output:

```
temperature T = 300 K, kT = 0.02585 eV
relative dielectric constant = 11.7
boron N_A = 1.0e+16 cm^-3, iron N_Fe = 1.0e+12 cm^-3
D0 = 1.0e-03 cm^2/s, migration energy = 0.67 eV
lattice constant = 0.543 nm, contact a = 0.235 nm
Coulomb radius Rc = 4.761 nm, x = Rc/a = 20.25
exp(-x) = 1.61e-09
iron diffusivity D = 5.553e-15 cm^2/s
pairing time tau = 3010 s = 50.2 min
half-time tau*ln2 = 2087 s
prefactor C in C*(T/N_A)*exp(E_m/kT) = 5.572e+05 s/(K cm^3)
sqrt(D*tau) = Debye length = 40.88 nm
cell radius per acceptor = 28.79 nm
steady capture: x, R_eff/a numerical, R_eff/a formula
  0.300  1.1575  1.1575
  1.000  1.5820  1.5820
  3.000  3.1572  3.1572
  20.247  20.2476  20.2475
d ln tau/d ln eps: x, numerical, formula
  0.100  0.0492  0.0492
  1.000  0.4180  0.4180
  20.247  1.0000  1.0000
cell decay: eps factor, free fraction at 0.5, 1, 2 tau; tau (s)
  1  0.6065 0.3679 0.1353  3010
  2  0.6065 0.3679 0.1353  6020
exp(-0.5), exp(-1), exp(-2) = 0.6065 0.3679 0.1353
escape probability from Rc = 0.3679
temperature (K), D (cm^2/s), tau (s), free/paired iron at equilibrium
  300  5.553e-15  3010.4  2.01e-03
  325  4.077e-14  444.2  9.54e-03
  350  2.251e-13  86.6  3.63e-02
neglected effects at 300 K:
  linear hole screening: tau ratio = 1.0096
  Fermi level above valence band = 0.207 eV
  inputs: N_v = 3.0e+19 cm^-3, Fe donor level = 0.38 eV
  input: boron level = 0.045 eV
  neutral/charged iron = 1.24e-03
  neutral/charged boron = 7.60e-03
  point-charge binding at contact = 0.523 eV
  radius where one jump gains kT = 1.058 nm
  escape probability from there = 0.0111
  N_Fe/N_A = 1.0e-04
  0.02 eV error in E_m: factor 2.17 in tau
all good
```
